# A silicide's growth activation energy is not automatically a migration barrier: test program

```python
"""
Result under test: the activation energy E_k = -d ln k / d beta of the parabolic
constant k (thickness^2 = k * time) of a growing silicide M2Si, metal M moving:
  vacancies      E_k = Hm + HA - h / (1 - exp(-beta*dmu))
  interstitials  E_k = Hm + HA - h / (exp(beta*dmu) - 1)
  fixed carriers E_k = Hm - h / (beta*dmu)
Hm: migration enthalpy; HA: carrier formation enthalpy at the metal side;
dmu = h - T*s: drop of the metal chemical potential across the layer;
beta = 1/(kB*T). Units: eV, nm, s, K. Entropies are in units of kB.
The parameters are rough, round values in the regime of Ni2Si growth.
"""
from math import comb, exp, log, sqrt
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, root

KB = sc.k / sc.e
T_REF = 550.0
BETA = 1 / (KB * T_REF)
D0 = 1.0e12                      # carrier diffusivity prefactor, nm^2/s
X_FIXED = 0.03                   # carriers per metal site fixed by structure

# response: sign of the change of ln X when the metal chemical potential falls
MECHANISMS = {
    "vacancy": dict(Hm=0.90, HA=1.30, SA=3.0, response=1),
    "interstitial": dict(Hm=0.40, HA=1.10, SA=2.7, response=-1),
    "fixed": dict(Hm=1.55, HA=0.0, SA=log(X_FIXED), response=0),
}

# formation enthalpy (eV) and entropy (kB) per formula unit; metals per Si atom
PRODUCT = dict(H=-1.40, S=-0.6, metals=2)
SUBSTRATES = {"Si": dict(H=0.0, S=0.0, metals=0),
              "MSi": dict(H=-0.90, S=-0.4, metals=1)}


def make_couple(substrate):
    """Metal atoms transported per formula unit, and drive per such atom."""
    n = PRODUCT["metals"] - substrate["metals"]
    return dict(n=n, h=(substrate["H"] - PRODUCT["H"]) / n,
                s=(substrate["S"] - PRODUCT["S"]) / n)


COUPLES = {name: make_couple(sub) for name, sub in SUBSTRATES.items()}


def drive(beta, couple):
    return couple["h"] - couple["s"] / beta


def carrier_fraction(beta, delta, m):
    return exp(m["SA"] - beta * m["HA"] + m["response"] * beta * delta)


def parabolic_constant(beta, m, couple):
    """k in nm^2/s by quadrature over the chemical potential."""
    integral = quad(lambda d: beta * carrier_fraction(beta, d, m),
                    0, drive(beta, couple), epsabs=0, epsrel=1e-11)[0]
    return 4 / couple["n"] * D0 * exp(-beta * m["Hm"]) * integral


def slope_energy(function, beta=BETA, step=0.01):
    return -(log(function(beta + step)) - log(function(beta - step))) / (2 * step)


def formula_energy(beta, m, couple):
    y, h = beta * drive(beta, couple), couple["h"]
    if m["response"] == 1:
        return m["Hm"] + m["HA"] - h / (1 - exp(-y))
    if m["response"] == -1:
        return m["Hm"] + m["HA"] - h / (exp(y) - 1)
    return m["Hm"] - h / y


# --- Drive per atom against the two equilibrium conditions at the interface ---
for name, sub in SUBSTRATES.items():
    g_product = PRODUCT["H"] - PRODUCT["S"] / BETA
    g_substrate = sub["H"] - sub["S"] / BETA
    mu_metal, mu_si = np.linalg.solve([[PRODUCT["metals"], 1], [sub["metals"], 1]],
                                      [g_product, g_substrate])
    assert abs(-mu_metal - drive(BETA, COUPLES[name])) < 1e-12

# --- Carrier laws against explicit grand-canonical sums on ten sites ---
sites, defect_energy = 10, 0.9
for delta in (0.0, 0.2, 0.4):
    mu = -delta
    for kind, sign in (("vacancy", 1), ("interstitial", -1)):
        weights = []
        for count in range(sites + 1):
            atoms = sites - count if kind == "vacancy" else count
            weights.append(comb(sites, count)
                           * exp(-BETA * (count * defect_energy - mu * atoms)))
        mean = sum(i * w for i, w in enumerate(weights)) / sum(weights) / sites
        law = exp(-BETA * defect_energy + sign * BETA * delta)
        assert abs(mean / law - 1) < 1e-4      # deviation is of the order of X

# --- Flux integral against atoms exchanging with vacancies on a chain ---
bonds, x_left, reduced_drive = 40, 0.001, 3.0
x_right = x_left * exp(reduced_drive)


def bond_flux(inner):
    x = np.concatenate(([x_left], inner, [x_right]))
    return (1 - x[:-1]) * x[1:] - (1 - x[1:]) * x[:-1]


chain = root(lambda inner: np.diff(bond_flux(inner)) * 1e3,
             np.full(bonds - 1, 0.01), tol=1e-12)
chain_flux = bond_flux(chain.x)
wagner_flux = quad(lambda y: x_left * exp(y), 0, reduced_drive)[0] / bonds
assert np.max(np.abs(chain_flux / wagner_flux - 1)) < 1e-6

# --- Parabolic growth against a time-dependent moving-boundary calculation ---
XA_TEST, XB_TEST, cells = 0.001, 0.020, 40
xi = np.linspace(0, 1, cells + 1)
dxi = xi[1]


def moving_layer(time, state):
    length = state[-1]
    u = np.concatenate(([XA_TEST], state[:-1], [XB_TEST]))
    front_gradient = (3 * u[-1] - 4 * u[-2] + u[-3]) / (2 * dxi)
    speed = front_gradient / length / (1 - XB_TEST)
    curvature = (u[2:] - 2 * u[1:-1] + u[:-2]) / dxi**2
    gradient = (u[2:] - u[:-2]) / (2 * dxi)
    change = curvature / length**2 + xi[1:-1] * speed / length * gradient
    return np.append(change, speed)


start = np.append(XA_TEST + (XB_TEST - XA_TEST) * xi[1:-1]**2, 1.0)
layer = solve_ivp(moving_layer, (0, 2000), start, method="BDF",
                  t_eval=[500, 1000, 2000], rtol=1e-8, atol=1e-11)
assert layer.success
squares = layer.y[-1]**2
k_early = (squares[1] - squares[0]) / 500
k_late = (squares[2] - squares[1]) / 1000
assert abs(k_early / k_late - 1) < 1e-4
k_steady = 2 * (XB_TEST - XA_TEST)
excess_simulated = k_late / k_steady - 1
excess_formula = XB_TEST - (XB_TEST - XA_TEST) / 3
assert abs(excess_simulated - excess_formula) < 5e-4    # second order in X

# --- Activation energies: numerical slope against the closed formulas ---
WEAK = dict(n=2, h=0.01, s=0.0)
for m in MECHANISMS.values():
    for couple in (*COUPLES.values(), WEAK):
        for temperature in (500.0, 550.0, 600.0):
            b = 1 / (KB * temperature)
            numeric = slope_energy(lambda q: parabolic_constant(q, m, couple), b)
            assert abs(numeric - formula_energy(b, m, couple)) < 1e-5

# --- Fixed-content limit from structural vacancies with a stiff repulsion ---
STIFFNESS = 500.0                # eV per unit vacancy fraction


def stiff_end(beta):
    return brentq(lambda x: log(x / X_FIXED) / beta + STIFFNESS * (x - X_FIXED)
                  - drive(beta, COUPLES["Si"]), X_FIXED, 2 * X_FIXED, xtol=1e-15)


def stiff_constant(beta):
    integral = quad(lambda x: x * (1 / x + beta * STIFFNESS),
                    X_FIXED, stiff_end(beta), epsabs=0, epsrel=1e-11)[0]
    return 2 * D0 * exp(-beta * MECHANISMS["fixed"]["Hm"]) * integral


E_stiff = slope_energy(stiff_constant)
E_fixed = formula_energy(BETA, MECHANISMS["fixed"], COUPLES["Si"])
assert abs(E_stiff - E_fixed) < 1e-3

# --- Worked example ---
print(f"Temperature {T_REF:.0f} K; kB*T = {1 / BETA:.5f} eV")
print(f"Carrier diffusivity prefactor = {D0:.1e} nm^2/s")
print(f"M2Si formation: H = {PRODUCT['H']:.2f} eV, S = {PRODUCT['S']:.1f} kB")
print(f"MSi formation: H = {SUBSTRATES['MSi']['H']:.2f} eV,"
      f" S = {SUBSTRATES['MSi']['S']:.1f} kB")
for name, couple in COUPLES.items():
    print(f"On {name}: n = {couple['n']}, h = {couple['h']:.3f} eV,"
          f" s = {couple['s']:.2f} kB, dmu = {drive(BETA, couple):.4f} eV")

temperatures = np.linspace(500, 600, 6)
betas = 1 / (KB * temperatures)
k_ref, E_ref = {}, {}
for name, m in MECHANISMS.items():
    print(f"{name}: Hm = {m['Hm']:.2f} eV, HA = {m['HA']:.2f} eV,"
          f" SA = {m['SA']:.3f} kB")
    for sub, couple in COUPLES.items():
        k_ref[name, sub] = parabolic_constant(BETA, m, couple)
        E_ref[name, sub] = slope_energy(
            lambda q: parabolic_constant(q, m, couple))
        print(f"  on {sub}: k = {k_ref[name, sub]:.4e} nm^2/s,"
              f" E_k = {E_ref[name, sub]:.4f} eV")
    logs = np.log([parabolic_constant(b, m, COUPLES["Si"]) for b in betas])
    fit = np.polyfit(betas, logs, 1)
    misfit = np.max(np.abs(np.polyval(fit, betas) - logs))
    assert misfit < 0.01
    print(f"  500-600 K fit on Si: E = {-fit[0]:.4f} eV,"
          f" largest misfit of ln k = {misfit:.1e}")

vac = MECHANISMS["vacancy"]
k_vac = k_ref["vacancy", "Si"]
XA = carrier_fraction(BETA, 0, vac)
XB = carrier_fraction(BETA, drive(BETA, COUPLES["Si"]), vac)
Dv = D0 * exp(-BETA * vac["Hm"])
assert abs(2 * Dv * (XB - XA) / k_vac - 1) < 1e-9
for b in betas:
    pair = [parabolic_constant(b, MECHANISMS[q], COUPLES["Si"])
            for q in ("vacancy", "interstitial")]
    assert abs(pair[0] / pair[1] - 1) < 1e-8
assert E_ref["vacancy", "MSi"] - E_ref["vacancy", "Si"] > 0.19
assert abs(E_ref["interstitial", "MSi"] - E_ref["interstitial", "Si"]) < 1e-3
assert abs(E_ref["fixed", "MSi"] - E_ref["fixed", "Si"]) < 1e-3

print(f"Vacancy fraction: metal side {XA:.3e}, Si side {XB:.3e}")
print(f"Vacancy diffusivity = {Dv:.4e} nm^2/s")
print(f"Vacancy case on Si: k = {k_vac * 1e-14:.3e} cm^2/s")
print(f"Thickness after 1 h from zero = {sqrt(k_vac * 3600):.1f} nm")
for side, delta_of in (("metal", lambda q: 0.0),
                       ("Si", lambda q: drive(q, COUPLES["Si"]))):
    E_tracer = slope_energy(lambda q: exp(-q * vac["Hm"])
                            * carrier_fraction(q, delta_of(q), vac))
    print(f"Vacancy tracer energy, equilibrium with {side} = {E_tracer:.4f} eV")
weak_E = slope_energy(lambda q: parabolic_constant(q, vac, WEAK))
print(f"Vacancy E_k at weak drive h = {WEAK['h']:.2f} eV: {weak_E:.4f} eV")
error = exp(BETA * (E_ref["vacancy", "Si"] - vac["Hm"]))
print(f"Jump rate too low by factor {error:.2e} if E_k is used as Hm")
print(f"Stiff model ({STIFFNESS:.0f} eV): E_k = {E_stiff:.4f} eV,"
      f" content change = {100 * (stiff_end(BETA) / X_FIXED - 1):.2f} %")
print(f"Moving-boundary test, XA = {XA_TEST}, XB = {XB_TEST}: excess of k"
      f" {100 * excess_simulated:.3f} %, formula {100 * excess_formula:.3f} %")

# --- Sizes of neglected effects for the vacancy case on Si ---
print(f"Neglected boundary motion: relative change of k = {XB - (XB - XA) / 3:.2e}")
stress, volume = 1.0e9, 0.011e-27          # Pa, m^3 per metal atom
work = stress * volume / sc.e
stressed = dict(COUPLES["Si"], h=COUPLES["Si"]["h"] + work)
E_stress = slope_energy(lambda q: parabolic_constant(q, vac, stressed))
print(f"Stress difference 1 GPa, volume 0.011 nm^3: added drive {work:.4f} eV,"
      f" E_k shift {E_stress - E_ref['vacancy', 'Si']:.4f} eV")
print(f"Heat-capacity change 1 kB per metal atom, 298 to 550 K:"
      f" h shifts {KB * (T_REF - 298):.4f} eV")
width, grain = 0.5, 50.0                    # nm
print(f"Boundaries {width} nm wide, grains {grain:.0f} nm: equal flow if their"
      f" energy is lower by {log(grain / (2 * width)) / BETA:.3f} eV")
jump, frequency, thickness = 0.25, 1.0e13, 20.0   # nm, 1/s, nm
diffusion_speed = k_vac / (2 * thickness)
barrier = log(jump * frequency / (10 * diffusion_speed)) / BETA
print(f"Diffusion-limited speed at {thickness:.0f} nm = {diffusion_speed:.3e} nm/s")
print(f"Interface adds 10 % resistance there if its total barrier is"
      f" {barrier:.3f} eV (jump {jump} nm, {frequency:.0e} /s)")
print("OK")
```

Running it gives:

```
Temperature 550 K; kB*T = 0.04740 eV
Carrier diffusivity prefactor = 1.0e+12 nm^2/s
M2Si formation: H = -1.40 eV, S = -0.6 kB
MSi formation: H = -0.90 eV, S = -0.4 kB
On Si: n = 2, h = 0.700 eV, s = 0.30 kB, dmu = 0.6858 eV
On MSi: n = 1, h = 0.500 eV, s = 0.20 kB, dmu = 0.4905 eV
vacancy: Hm = 0.90 eV, HA = 1.30 eV, SA = 3.000 kB
  on Si: k = 5.3552e-01 nm^2/s, E_k = 1.5000 eV
  on MSi: k = 1.7401e-02 nm^2/s, E_k = 1.7000 eV
  500-600 K fit on Si: E = 1.5000 eV, largest misfit of ln k = 3.1e-07
interstitial: Hm = 0.40 eV, HA = 1.10 eV, SA = 2.700 kB
  on Si: k = 5.3552e-01 nm^2/s, E_k = 1.5000 eV
  on MSi: k = 1.0710e+00 nm^2/s, E_k = 1.5000 eV
  500-600 K fit on Si: E = 1.5000 eV, largest misfit of ln k = 3.1e-07
fixed: Hm = 1.55 eV, HA = 0.00 eV, SA = -3.507 kB
  on Si: k = 5.4399e-03 nm^2/s, E_k = 1.5016 eV
  on MSi: k = 7.7820e-03 nm^2/s, E_k = 1.5017 eV
  500-600 K fit on Si: E = 1.5019 eV, largest misfit of ln k = 2.3e-03
Vacancy fraction: metal side 2.459e-11, Si side 4.728e-05
Vacancy diffusivity = 5.6636e+03 nm^2/s
Vacancy case on Si: k = 5.355e-15 cm^2/s
Thickness after 1 h from zero = 43.9 nm
Vacancy tracer energy, equilibrium with metal = 2.2000 eV
Vacancy tracer energy, equilibrium with Si = 1.5000 eV
Vacancy E_k at weak drive h = 0.01 eV: 2.1474 eV
Jump rate too low by factor 3.15e+05 if E_k is used as Hm
Stiff model (500 eV): E_k = 1.5016 eV, content change = 4.56 %
Moving-boundary test, XA = 0.001, XB = 0.02: excess of k 1.388 %, formula 1.367 %
Neglected boundary motion: relative change of k = 3.15e-05
Stress difference 1 GPa, volume 0.011 nm^3: added drive 0.0687 eV, E_k shift -0.0687 eV
Heat-capacity change 1 kB per metal atom, 298 to 550 K: h shifts 0.0217 eV
Boundaries 0.5 nm wide, grains 50 nm: equal flow if their energy is lower by 0.185 eV
Diffusion-limited speed at 20 nm = 1.339e-02 nm/s
Interface adds 10 % resistance there if its total barrier is 1.448 eV (jump 0.25 nm, 1e+13 /s)
OK
```
